Pauli–Villars Vacuum Polarization: Two Mass Conditions and One Logarithm, part 1

(Sections cited here and not found follow in the second part.)

## First half: the form of the answer and a covariant derivation

### What symmetry and dimensions fix

A weak electromagnetic field A_μ in the vacuum of a charged fermion field changes the quadratic action of the photon by

ΔS = ½ ∫ d⁴q/(2π)⁴ A_μ(−q) Π_μν(q) A_ν(q).

In Euclidean space the tensor Π_μν can be built from δ_μν and q_μ alone. Rotation symmetry therefore allows two functions:

Π_μν = A(q²) δ_μν + B(q²) q_μ q_ν.

Gauge invariance requires ΔS to be unchanged when A_ν(q) is shifted by a multiple of q_ν. This means q_ν Π_μν = 0, so A + q² B = 0. One function is left:

Π_μν = (q² δ_μν − q_μ q_ν) Π(q²).  (1)

If the fermion has a mass, Π is regular at q² = 0, and (1) then forbids a photon mass term, a constant times δ_μν.

Dimensions give a second piece of information. The loop is an integral over d⁴l of two propagators, each falling as 1/l, so Π_μν has the dimension of mass squared and looks quadratically divergent. The tensor in (1) takes up two powers of momentum. What remains, Π, is dimensionless, and by power counting it can diverge at most logarithmically.

This argument presupposes an integral that exists and respects both symmetries. The unregularized loop does not exist. Pauli–Villars regularization adds loops of heavy fields with coefficients c_i and masses M_i. The physical fermion is included as i = 0, with c_0 = 1 and M_0 = m. Unless marked otherwise, sums run over all i ≥ 0. The conditions are

Σ c_i = 0,  Σ c_i M_i² = 0.  (2)

They make the summed loop finite and transverse for any masses that satisfy them. The statement that the regulators enter through a single logarithm needs a qualification. It holds without approximation at q² = 0. At other momenta it holds up to corrections of order q²/M_i², so the regulators must be heavy compared with the momentum.

### Conventions and the loop integral

Units are ħ = c = 1, with e² = 4πα. Momenta are Euclidean, so q² ≥ 0, and the γ matrices are Hermitian with γ_μγ_ν + γ_νγ_μ = 2δ_μν. A slash denotes contraction with γ. The fermion action is ψ̄(∂̸ + ieA̸ + M)ψ. In momentum space the propagator is

S(l) = 1/(i l̸ + M) = (M − i l̸)/(l² + M²),

because (i l̸ + M)(M − i l̸) = l̸² + M² = l² + M².

Integrating out a fermion gives a determinant, which contributes −Tr ln(∂̸ + ieA̸ + M) to the action. The second-order term of the logarithm is −½ Tr[S ieA̸ S ieA̸]. The minus sign in front of the trace turns it into +½ Tr[S ieA̸ S ieA̸], and (ie)² = −e². A regulator loop has the same form, multiplied by c_i. With k = l + q,

Π_μν = −e² ∫ d⁴l/(2π)⁴ Σ c_i tr[γ_μ S_i(k) γ_ν S_i(l)].  (3)

The sum stands inside the integral. This order is part of the definition, since the separate integrals diverge.

A negative integer c_i corresponds to |c_i| spinor fields with the statistics of bosons, whose loops lack the fermionic minus sign. A non-integer c_i is a formal weight given to a loop.

The trace of an odd number of γ matrices vanishes, so the numerator has a mass term and a term with four matrices:

tr[γ_μ(M − i k̸)γ_ν(M − i l̸)] = 4M² δ_μν − tr[γ_μ k̸ γ_ν l̸],

tr[γ_μ k̸ γ_ν l̸] = 4(k_μ l_ν + l_μ k_ν − δ_μν k·l).

Including the factor −e² from (3),

Π_μν = 4e² ∫ d⁴l/(2π)⁴ Σ c_i N_μν / [(l² + M_i²)(k² + M_i²)],

N_μν = l_μ k_ν + k_μ l_ν − δ_μν (l·k + M_i²).  (4)

### Why two conditions are needed

For large l, the contribution of one fermion to the integrand can be expanded in its squared mass:

F(l, M²) = F₀(l) + M² F₁(l) + M⁴ F₂(l) + …

The whole integrand has dimension −2. Hence F₀ falls as l⁻², F₁ as l⁻⁴ and F₂ as l⁻⁶. Powers of q in the numerator are accompanied by further powers of 1/l, so they do not spoil this count. In the sum, F₀ is multiplied by Σ c_i and F₁ by Σ c_i M_i². Both disappear under (2), and the integrand falls as l⁻⁶. Since d⁴l grows as l³ dl, the integral converges absolutely.

With the first condition alone the integrand falls as l⁻⁴. The radial integral is then logarithmically divergent by power counting, unless the average over directions happens to cancel the leading term. The program measures the decay along one direction by doubling a large momentum. The powers are 1.995 for no regulators, 3.997 for one condition and 5.996 for both.

Absolute convergence also secures the symmetry used at the start. From the definition of the propagator, i q̸ = S_i⁻¹(k) − S_i⁻¹(l), and therefore

S_i(k) i q̸ S_i(l) = S_i(l) − S_i(k).

Contracting (3) with i q_ν gives

i q_ν Π_μν = −e² ∫ d⁴l/(2π)⁴ Σ c_i tr{γ_μ[S_i(l) − S_i(k)]}.

The function being shifted is

Σ c_i tr[γ_μ S_i(l)] = −4i l_μ Σ c_i/(l² + M_i²).

Expanding the fraction in M_i²/l² and using (2) shows that this falls as l⁻⁵, so its integral converges absolutely. The variable in the second term may then be shifted from k to l, and the two terms cancel. The regularized tensor is transverse.

### Reducing the integral

The first derivation evaluates (4) while keeping four-dimensional rotation symmetry visible. The two denominators are combined with

1/(ab) = ∫₀¹ dx 1/[x a + (1−x) b]².

This follows by integrating over x, since the antiderivative is −1/{(a−b)[x a + (1−x)b]}. Take a = k² + M_i² and b = l² + M_i². Then

x a + (1−x) b = l² + 2x l·q + x q² + M_i² = p² + Δ_i,

p = l + xq,  w = x(1−x),  Δ_i = M_i² + w q².

The summed integrand still falls as l⁻⁶ at fixed x, by the same expansion in M_i². The shift from l to p is therefore allowed. With l = p − xq and k = p + (1−x)q, the products become

l_μ k_ν + k_μ l_ν = 2p_μ p_ν − 2w q_μ q_ν + terms odd in p,

l·k = p² − w q² + terms odd in p.

Odd terms vanish when p and −p are added. The average over directions in four dimensions replaces p_μp_ν by δ_μν p²/4. The numerator is then

−½ p² δ_μν − 2w q_μ q_ν + w q² δ_μν − M_i² δ_μν.

Substituting M_i² = Δ_i − w q² in the last term gives

N_μν → −δ_μν(½p² + Δ_i) + 2w(q² δ_μν − q_μ q_ν).  (5)

The second part already has the form (1). The first must integrate to zero.

### The part that could give the photon a mass

The surface of a unit sphere in four dimensions is 2π². With u = p²,

d⁴p/(2π)⁴ → 2π² p³ dp/(16π⁴) = u du/(16π²).

For the first part of (5), use u(u + 2Δ) = (u + Δ)² − Δ². Up to a large cutoff U,

∫₀^U du u(½u + Δ)/(u + Δ)² = ½ ∫₀^U du [1 − Δ²/(u + Δ)²]

= ½[U − Δ + Δ²/(U + Δ)].

Multiply by c_i and sum. The term in U vanishes by the first condition, and the last term tends to zero. The result is −½ Σ c_i Δ_i. Since Σ c_i Δ_i = Σ c_i M_i² + w q² Σ c_i, this equals −½ Σ c_i M_i². Restoring the factor 4e²/(16π²) and the minus sign of (5), the contribution to the tensor is

δ_μν (e²/8π²) Σ c_i M_i².  (6)

The second condition sets it to zero.

If only the first condition holds, averaging over directions before integrating over the radius still gives a finite answer, but (6) survives as a spurious photon mass term. For one regulator with c_1 = −1 and M_1² = 9m², Σ c_i M_i² = −8m², and (6) predicts −8m²/(8π²) = −0.1013 m² for the mass term divided by e². Direct quadrature of the unreduced loop gives the same value for the component of Π_μν/e² along q. A finite result is thus not by itself evidence that gauge invariance has been kept.

### The transverse part

The other radial integral is

∫₀^U du u/(u + Δ)² = ln(U + Δ) + Δ/(U + Δ) − ln Δ − 1.

In the sum, Σ c_i ln(U + Δ_i) = Σ c_i ln(1 + Δ_i/U), because Σ c_i ln U = 0. This tends to zero, as does the second term. The constant −1 is removed by Σ c_i = 0. Hence

∫ d⁴p/(2π)⁴ Σ c_i/(p² + Δ_i)² = −(1/16π²) Σ c_i ln Δ_i.

Multiplying by 4e² · 2w and integrating over x gives the prefactor −8e²/(16π²) = −e²/(2π²) = −2α/π. Therefore

Π(q²) = −(2α/π) ∫₀¹ dx x(1−x) Σ c_i ln[M_i² + x(1−x)q²].  (7)

The unit of mass inside the logarithms is immaterial, because changing it adds a constant multiplied by Σ c_i.

### One logarithm

Define a single mass Λ by

ln Λ² = −Σ_{i≥1} c_i ln M_i².  (8)

The coefficients on the right add up to one, −Σ_{i≥1} c_i = c_0 = 1, so Λ has the dimension of a mass. At q² = 0, ∫₀¹ dx x(1−x) = 1/6, and (7) becomes

Π(0) = (α/3π) ln(Λ²/m²).  (9)

No regulator has been assumed heavy here. For q² > 0, write ln(M_i² + wq²) = ln M_i² + ln(1 + wq²/M_i²). Then

Π(q²) = (α/3π) ln(Λ²/m²) − f(q²) + R,  (10)

f(q²) = (2α/π) ∫₀¹ dx w ln(1 + wq²/m²),

R = −(2α/π) ∫₀¹ dx w Σ_{i≥1} c_i ln(1 + wq²/M_i²).

For z ≥ 0, 0 ≤ ln(1+z) ≤ z. Also ∫₀¹ dx w² = 1/3 − 1/2 + 1/5 = 1/30. Thus

|R| ≤ (αq²/15π) Σ_{i≥1} |c_i|/M_i²,  (11)

and the leading form of R is −(αq²/15π) Σ_{i≥1} c_i/M_i². If the regulator masses grow while their coefficients stay bounded, R disappears and Λ is the one regulator quantity left in Π.

### Two regulators and a direct check

One regulator would need c_1 = −1 and M_1 = m, which cancels the physical loop altogether. With two, the conditions read c_1 + c_2 = −1 and c_1M_1² + c_2M_2² = −m². Eliminating one coefficient at a time gives

c_1 = −(M_2² − m²)/(M_2² − M_1²),

c_2 = (M_1² − m²)/(M_2² − M_1²).  (12)

For M_1² = 9m² and M_2² = 17m² these are −16/8 = −2 and 8/8 = 1. Direct four-dimensional quadrature at q² = 4m² gives a transverse component of 0.0373325 m² for Π_μν/e². Dividing by q² and multiplying by e² = 4πα gives Π = 8.5586 × 10⁻⁴, in agreement with (7). The component along q is about 10⁻⁹ m², compatible with zero at the tested tolerance of 10⁻⁷ m². A different routing of the momentum through the loop gives the same tensor within that tolerance.

## Second half: a derivation from pair energies, and the comparison

### Symbols and results carried over

The loops have coefficients c_i and masses M_i, with c_0 = 1 and M_0 = m, and satisfy Σ c_i = 0 and Σ c_i M_i² = 0. The photon momentum q is Euclidean, k = l + q, and e² = 4πα. The tensor to be evaluated is (4), with numerator N_μν = l_μk_ν + k_μl_ν − δ_μν(l·k + M_i²). Its summed integrand falls as l⁻⁶. The first derivation gave the transverse form (1) with the function (7). It also defined ln Λ² = −Σ_{i≥1} c_i ln M_i². The second derivation starts again from (4) and uses no Feynman parameters. Its only shift is one of l₄ in a one-dimensional integral that converges for each fermion separately.

### Integrating over the energy first

The summed integral converges absolutely and is covariant under rotations, so q may be placed along the fourth axis, q = (0, 0, 0, q₄), with q₄² = q². The fourth axis is Euclidean time. Absolute convergence also permits the integral over l₄ to be done before the spatial one.

Let b be the spatial part of l. Both fermion lines carry the same b and have the same energy E_i = √(b² + M_i²). The index on E is suppressed until it is needed. The denominators are

D_l = l₄² + E²,  D_k = k₄² + E²,  k₄ = l₄ + q₄.

Two energy integrals are required. The first follows from

1/(l₄² + E²) = ∫ dt e^{−i l₄ t} e^{−E|t|}/(2E),

which is checked by doing the t integral on the two half-lines. Inserting this for both factors and integrating over l₄ sets the two times opposite to each other. What remains is the product of two decaying exponentials:

I₀ = ∫ dl₄/(2π) 1/(D_l D_k) = ∫ dt e^{−i q₄ t} e^{−2E|t|}/(4E²)

= 1/[E(q² + 4E²)].  (13)

The exponent 2E is the energy of a fermion and an antifermion with opposite momenta. The loop is thereby expressed through pairs that exist for a Euclidean time t.

For the second integral, k₄ − l₄ = q₄ gives l₄² + k₄² = 2l₄k₄ + q². Hence

l₄k₄ + E² = ½(D_l + D_k − q²).

Since ∫ dl₄/(2π) 1/D_l = 1/(2E), and the same holds for D_k,

I₁ = ∫ dl₄/(2π) (l₄k₄ + E²)/(D_l D_k)

= 1/(2E) − q²/[2E(q² + 4E²)] = 2E/(q² + 4E²).  (14)

The covariant derivation has given the transverse tensor (1) with the function (7), and the second derivation has so far supplied the two energy integrals (13) and (14). It remains to assemble the tensor components from them, integrate over the spatial momentum, and compare the result with the first derivation.

Numbers in the example were calculated in double precision.
